How spin projection scales the polarization part of the UHF spin density

Appendix: spin projection after variation and the polarization part of the UHF spin density

**1. Result**

Let Φ be an unrestricted Hartree–Fock (UHF) determinant of real orbitals with n_α − n_β = 2S > 0 and S_z = S, and let P project on total spin S. The spin-density operator, in an orthonormal orbital basis φ_p and atomic units, is

ρ̂(r) = Σ_pq φ_p(r) φ_q(r) (a†_pα a_qα − a†_pβ a_qβ),

so that densities integrate to 2S. In the natural orbitals of Φ, which are 2S singly occupied μ_k and n_β pairs λ_i, ν_i with mixing angles θ_i,

ρ_UHF = ρ0 + ρ_sp,  ρ0 = Σ_k μ_k²,  ρ_sp = 2 Σ_i sin2θ_i λ_i ν_i   (exact)

ρ_P = ⟨PΦ|ρ̂|PΦ⟩/⟨Φ|P|Φ⟩ = ρ0 + [S/(S+1)] ρ_sp + O(θ²).   (1)

The factor is 1/3, 1/2, 3/5, 2/3 for S = 1/2, 1, 3/2, 2. It holds under three conditions: the split into ρ0 and ρ_sp is made in natural orbitals, the projector acts on both bra and ket, and Σθ_i² ≪ 1. Only the form of Φ is used, so (1) also holds for a determinant that is not self-consistent.

**2. Corresponding and natural orbitals**

Take the singular value decomposition of the n_α × n_β overlap matrix between occupied α and β orbitals, and rotate each set by its singular vectors. A rotation among occupied orbitals of one spin changes Φ at most by a sign. The result is α orbitals a_i and μ_k and β orbitals b_i with ⟨a_i|b_j⟩ = σ_i δ_ij, 0 ≤ σ_i ≤ 1, and ⟨μ_k|b_j⟩ = 0. Set σ_i = cos2θ_i. Then ‖a_i + b_i‖² = 2 + 2cos2θ_i = 4cos²θ_i and ‖a_i − b_i‖² = 4sin²θ_i, which defines normalized functions through

a_i = cosθ_i λ_i + sinθ_i ν_i,  b_i = cosθ_i λ_i − sinθ_i ν_i.   (2)

They are orthogonal: ⟨a_i + b_i|a_i − b_i⟩ = 1 − 1 = 0, different pairs are orthogonal by the decomposition, and μ_k is orthogonal to every a_i and b_i. The total density matrix of a pair is |a⟩⟨a| + |b⟩⟨b| = 2cos²θ |λ⟩⟨λ| + 2sin²θ |ν⟩⟨ν|, because the cross terms cancel. So λ_i, ν_i, μ_k are natural orbitals with occupations 1 + cos2θ_i, 1 − cos2θ_i and 1. In the difference the cross terms add:

a_i² − b_i² = 4 sinθ_i cosθ_i λ_i ν_i = 2 sin2θ_i λ_i ν_i,

which is the exact expression for ρ_sp. It is odd in the angles.

With S² = S₋S₊ + S_z² + S_z and S₋ = S₊†, ⟨S²⟩ = S(S+1) + ‖S₊Φ‖². The operator S₊ = Σ_p a†_pα a_pβ replaces one b_iβ by b_iα. The component σ_i a_i of b_i is already occupied with α spin and drops out, leaving a remainder of squared norm 1 − σ_i². Terms with different i have different β occupations and are orthogonal. Hence

⟨S²⟩ = S(S+1) + Σ_i sin²2θ_i.   (3)

**3. Expansion about the restricted determinant**

Let Φ0 have every λ_i doubly occupied and every μ_k occupied with α spin. S₊Φ0 = 0, since each β electron sits in an orbital whose α partner is filled, so Φ0 has spin S. For one pair, with c = cosθ, s = sinθ and the index dropped,

(c a†_λα + s a†_να)(c a†_λβ − s a†_νβ) = c² a†_λα a†_λβ + sc (a†_να a†_λβ − a†_λα a†_νβ) − s² a†_να a†_νβ.

Define Q0 = a†_να a_λα − a†_νβ a_λβ. On a†_λα a†_λβ|0⟩ its first term gives a†_να a†_λβ|0⟩. In the second, a_λβ passes a†_λα with a sign, giving −a†_νβ(−a†_λα)|0⟩ = −a†_λα a†_νβ|0⟩. The sum is the bracket that multiplies sc. Pair factors contain two fermion operators and commute with one another, so

Φ = Φ0 + Σ_i θ_i Q0_i Φ0 + O(θ²).   (4)

Q0Φ0 is the difference of two orthonormal determinants, so ‖Q0Φ0‖² = 2. The part of ρ̂ that returns them to Φ0 is λν (a†_λα a_να − a†_λβ a_νβ). The α determinant gives +λν and the β determinant gives (−1)(−1)λν:

⟨Φ0|ρ̂ Q0|Φ0⟩ = 2λν.   (5)

Bra and ket contribute equally, so the first-order density is 2Σθ_i · 2λ_iν_i = 4Σθ_iλ_iν_i, the small-angle limit of ρ_sp.

**4. Projection of the first-order term**

The commutators follow from [a†_A a_B, a†_C a_D] = δ_BC a†_A a_D − δ_AD a†_C a_B for spin orbitals A to D. Let Q₊ = a†_να a_λβ.

[S₊, a†_να a_λα] = −a†_να a_λβ (only δ_AD acts, at p = λ),

[S₊, a†_νβ a_λβ] = +a†_να a_λβ (only δ_BC acts, at p = ν),

so [S₊, Q0] = −2Q₊. In [S₊, Q₊] both deltas pair an α with a β index, so it vanishes. With S₋ = Σ_p a†_pβ a_pα,

[S₋, Q₊] = a†_νβ a_λβ − a†_να a_λα = −Q0.

Because S₊Φ0 = 0, S₊Q0Φ0 = −2Q₊Φ0 and S₊²Q0Φ0 = −2Q₊S₊Φ0 = 0. A state with S_z = S contains spins J ≥ S, and S₊² annihilates it only if J ≤ S+1. On a component of spin J, S₋S₊ = J(J+1) − S(S+1), which is 0 for J = S and (S+1)(S+2) − S(S+1) = 2(S+1) for J = S+1. On this two-spin space therefore

P = 1 − S₋S₊/(2S+2).   (6)

Applying (6),

PQ0Φ0 = Q0Φ0 + S₋Q₊Φ0/(S+1) = Q0Φ0 + (Q₊S₋Φ0 − Q0Φ0)/(S+1),

PQ0Φ0 = [S/(S+1)] Q0Φ0 + [1/(S+1)] X,  X = Q₊S₋Φ0.   (7)

S₋ cannot flip an electron of a doubly occupied λ, so S₋Φ0 = Σ_k a†_μkβ a_μkα Φ0. Thus X is a sum of 2S orthonormal determinants X_k, each reached from Φ0 by two replacements, λβ → να and μ_kα → μ_kβ. It describes the pair λν in its M = 1 triplet state, compensated by a flipped open-shell spin.

A one-body operator has no matrix element between determinants that differ in two spin orbitals, so ⟨Φ0|ρ̂|X⟩ = 0. With f = S/(S+1), (5) and (7) give

⟨Φ0|ρ̂ P Q0|Φ0⟩ = f · 2λν.   (8)

X is orthogonal to Q0Φ0, whose open-shell spins are all α, so ‖PQ0Φ0‖² = ⟨Q0Φ0|PQ0Φ0⟩ = 2f. From (4), PΦ = Φ0 + Σθ_i PQ0_iΦ0 + O(θ²). The second term is orthogonal to Φ0, so ⟨P⟩ = 1 + O(θ²), and

ρ_P = ρ0 + 2Σθ_i · f · 2λ_iν_i + O(θ²) = ρ0 + f ρ_sp + O(θ²),

which is (1). The fraction 1/(S+1) of ρ_sp that is lost was the matrix element of ρ̂ between Φ0 and the spin S+1 contaminant; it is nonzero because ρ̂ does not commute with S².

The weight removed is, to second order, 1 − ⟨P⟩ = Σθ_i² · 2(1 − f) = 2Σθ_i²/(S+1). By (3), ⟨S²⟩ − S(S+1) ≈ 4Σθ_i², so

1 − ⟨P⟩ ≈ [⟨S²⟩ − S(S+1)]/(2S+2).   (9)

Setting S = 0 in (7) gives PQ0Φ0 = 0: a triplet excitation of a closed shell has no singlet part. For large S, f → 1 and projection leaves the first-order polarization nearly unchanged.

**5. Second order and range of validity**

P and S± do not move electrons between spatial orbitals. The O(θ²) components of Φ other than Φ0 itself are the terms a†_να a†_νβ and Q0_iQ0_jΦ0, with two electrons moved out of the λ orbitals. Projected or not, they have no ρ̂ element with Φ0. The states PQ0_iΦ0 and PQ0_jΦ0, i ≠ j, also differ by two moved electrons (from ν_i and λ_j to λ_i and ν_j). If N0 = Π cos²θ_i is the coefficient of Φ0, the part of ρ_P even in θ is, up to terms of order θ⁴,

[N0² ρ0 + Σθ_i² ⟨PQ0_iΦ0|ρ̂|PQ0_iΦ0⟩] / [N0² + 2fΣθ_i²] = ρ0 + Σθ_i² (⟨PQ0_iΦ0|ρ̂|PQ0_iΦ0⟩ − 2fρ0) + O(θ⁴).

All determinants in (7) differ pairwise in at least two spin orbitals, so only diagonal elements enter. The two determinants of Q0Φ0 carry ρ0 + ν² − λ² and ρ0 + λ² − ν², summing to 2ρ0. X_k carries λ² + ν² + ρ0 − 2μ_k², and the sum over k is 2S(λ² + ν²) + (2S − 2)ρ0. Over the common denominator (S+1)², the coefficient of ρ0 is 2S² + (2S − 2) − 2S(S+1) = −2:

ρ⁽²⁾ = Σ_i θ_i² [2S(λ_i² + ν_i²) − 2ρ0]/(S+1)².   (10)

Its integral is proportional to 4S − 4S = 0, as conservation of S_z requires. For a doublet,

ρ⁽²⁾ = (4/9) Σ_i θ_i² (λ_i² + ν_i² − 2μ²).   (11)

Only the doublet form (11) is tested numerically. The part of ρ_P odd in θ starts with fρ_sp and continues at third order.

The term −2ρ0Σθ_i²/(S+1)² involves every pair, including pairs that vanish at the point r. At fixed S the relative correction to the open-shell term ρ0 is therefore set by the sum Σθ_i², not by the largest single angle. This term says nothing about the correction to the factor f on a pair's own λν term. For a doublet with one pair, the λν part of the numerator is f · 4sc(c² + s²) λν = f · 2 sin2θ λν and ⟨P⟩ = c⁴ + s⁴ + 2f s²c² = 1 − sin²2θ/3, so that factor is exactly 1/(3 − sin²2θ) ≈ 1/3 + 4θ²/9. If many pairs are appreciably polarized, the sum can cease to be small even when each angle is small (a large system whose polarization stays local is not affected), and the expansion fails when one pair approaches θ = π/4, as in a broken bond (the one-pair doublet factor is then 1/2 instead of 1/3). Where the terms of ρ_sp cancel at r, (10) must be compared with the net value. Noncollinear determinants and spin–orbit coupling are outside the derivation, which needs a sharp S_z.

**6. Other references, other projectors**

*Arbitrary restricted reference.* If Φ is generated from any restricted high-spin determinant, an ROHF one for instance, by small independent α and β rotations, the first-order term contains three further kinds of single excitation. For closed → open with β spin, [S₊, a†_μβ a_λβ]Φ0 = a†_μα a_λβ Φ0 = 0 because μα is filled. For open → virtual with α spin, [S₊, a†_να a_μα]Φ0 = −a†_να a_μβ Φ0 = 0 because μβ is empty. Both are annihilated by S₊, have spin S and pass through P unchanged. A closed → virtual excitation with amplitudes κ_α, κ_β splits as

½(κ_α + κ_β)(a†_να a_λα + a†_νβ a_λβ) + ½(κ_α − κ_β) Q0.

The first operator commutes with S² and its ρ̂ element with Φ0 is λν − λν = 0. So, to first order, the closed–virtual block of the spin-density matrix is scaled by f, and the closed–open and open–virtual blocks by 1.

*Canonical split.* Let a doublet have canonical valence α orbital φ_v and call ρ_UHF − φ_v² the core sum. φ_v lies in the occupied α space but differs from μ by a rotation within it. μ is orthogonal to all occupied β orbitals, so at self-consistency ⟨b_i|F^β|μ⟩ = 0. Since F^α = F^β − K^s, with K^s the exchange operator of the spin-density matrix, ⟨a_i|F^α|μ⟩ = −⟨a_i|K^s|μ⟩ + O(θ), which is not zero in general; diagonalizing F^α mixes a_i into φ_v at first order in the exchange. With δ = φ_v² − μ²,

φ_v² + f(ρ_UHF − φ_v²) = μ² + δ + f(ρ_sp − δ) = μ² + fρ_sp + (1 − f)δ.   (12)

Scaling the canonical core sum thus errs by (1 − f)δ.

*Single annihilation.* The operator [S² − (S+1)(S+2)]/[S(S+1) − (S+1)(S+2)] equals 1 on spin S and 0 on spin S+1. It coincides with P on Φ0 and Q0Φ0, so applied to bra and ket it gives the same first-order factor f.

*One-sided formula.* For an operator commuting with S², ⟨PΦ|O|PΦ⟩ = ⟨Φ|O P|Φ⟩. For ρ̂ this fails. In ⟨Φ|ρ̂P|Φ⟩/⟨P⟩ the bra contributes θ·2λν unprojected and the ket θ·f·2λν, giving the factor

(1 + f)/2 = (2S+1)/(2S+2),

2/3 for a doublet.

**7. What the factor means physically**

Take H = H0 + gV, with H0 a spin-free one-body operator diagonal in the orbitals of Φ0, V a spin-free two-body operator, and Φ0 nondegenerate among states with S_z = S. Let Δ = ε_ν − ε_λ and let V^σ_νλ = ⟨a†_νσ a_λσ Φ0|V|Φ0⟩, the two-electron part of the σ Fock matrix of Φ0. The Coulomb and closed-shell exchange parts are equal for both spins, so V^α_νλ − V^β_νλ = −K with K = Σ_k (νμ_k|μ_kλ).

To first order in g the UHF orbitals are λ + κ_σ ν with κ_σ = −gV^σ_νλ/Δ, so the coefficient of Q0 is θ = ½(κ_α − κ_β) = gK/(2Δ). In the exact state, first-order perturbation theory gives the singly excited determinant the same amplitude −gV^σ_νλ/Δ, and only single excitations have a ρ̂ element with Φ0. The exact closed–virtual spin density therefore equals the UHF one at order g.

The same follows from spin-adapted states. Let χ = PQ0Φ0/√(2f). All its determinants have the same spatial occupation, so it is an eigenstate of H0 at excitation energy Δ. V commutes with P and PΦ0 = Φ0, so ⟨PQ0Φ0|V|Φ0⟩ = ⟨Q0Φ0|V|Φ0⟩ = −K. The exact amplitude of χ is gK/(Δ√(2f)) = 2θ/√(2f), whereas PΦ contains θ√(2f). The ratio is 2/(2f) = (S+1)/S. At first order in the interaction, projection after variation yields a pure spin state whose polarization amplitude is f times the exact one. The argument does not fix the exact polarization beyond that order.

**8. Exact evaluation for many electrons**

For Φ with S_z = S,

PΦ = (2S+1)/2 ∫₋₁¹ dx cos^{2S}(β/2) P_z e^{−iβS_y} Φ,  x = cosβ,

P_z = (1/2π) ∫₀^{2π} dα e^{iαS} e^{−iαS_z}.

On a component |J,S⟩, P_z e^{−iβS_y} returns d^J_SS(β)|J,S⟩. Building |J,S⟩ from J+S up and J−S down spins in the symmetric combination, and flipping m spins of each kind,

d^J_SS = Σ_m (−1)^m C(J+S,m) C(J−S,m) cos^{2J−2m}(β/2) sin^{2m}(β/2),  0 ≤ m ≤ J−S.

For J = S this is cos^{2S}(β/2), and ∫[(1+x)/2]^{2S} dx = 2/(2S+1) fixes the prefactor. For J ≠ S the integral vanishes by the orthogonality of inequivalent irreducible representations of SU(2). Since cos²(β/2) = (1+x)/2 and sin²(β/2) = (1−x)/2, the product d^S_SS d^J_SS is a polynomial of degree J+S ≤ N/2 + S = n_α. Gauss–Legendre quadrature with ⌊n_α/2⌋+1 points is exact for it. In P_z the frequencies M − S run from −n_α to n_β, and a uniform grid with more than n_α points sums every nonzero frequency to zero.

ρ̂ commutes with S_z and P_z² = P_z, so one α integral serves bra and ket. The rotations act on spin alone. With R1 = R_y(β′) for the bra and R2 = R_z(α)R_y(β) for the ket as 2×2 matrices, put U = R1†R2 and W = R1†σ_zR2. Collect the occupied orbitals as columns C = [α orbitals | β orbitals], let s(i) be the spin of column i and Γ = CᵀS_AO C. The overlap matrix of the rotated spin orbitals is O_ij = Γ_ij U_s(i)s(j). For nonorthogonal determinants ⟨L|R⟩ = det O and ⟨L|ĥ|R⟩ = det O Σ_ij h_ij (O⁻¹)_ji, which follows by differentiating det(O + t h) at t = 0. With w the product of quadrature weights, cos^{2S} factors, prefactors and e^{iαS},

⟨P⟩ = Σ w det O,  G_ij = Σ w det O · W_s(i)s(j) (O⁻¹)_ji / ⟨P⟩,  D_P = C G Cᵀ.

In corresponding orbitals O is block diagonal, and U22 = U11*, U21 = −U12* give

det O = U11^{2S} Π_i (|U11|² + |U12|² cos²2θ_i).

Here U11 = cos(β′/2)cos(β/2)e^{−iα/2} + sin(β′/2)sin(β/2)e^{iα/2} vanishes at α = π, β + β′ = π. Gauss–Legendre nodes are symmetric and do contain such β pairs, so the α grid must avoid π: α_k = 2π(k + ½)/n with n even does so and remains exact. Angles should be computed as θ = atan2(‖a − b‖, ‖a + b‖), since 1 − σ = 2sin²θ ≈ 2θ² approaches rounding error for deep-core pairs, and ρ_sp as Σ(a² − b²), which never divides by sinθ.

**9. Worked example: the contact density of Rb**

The ²S (5s¹) state has n_α = 19, n_β = 18. The level is nonrelativistic all-electron UHF and ROHF with a point nucleus, in 93 uncontracted even-tempered Gaussians of ratio 2.8: 22 s from 0.02857 Å⁻², 12 p from 0.3571 Å⁻², 7 d from 1.071 Å⁻². UHF lies 0.0028 eV below ROHF. Densities are quoted to the digits needed to compare the formulas on one and the same determinant (tightening the SCF threshold moves ρ_sp(0) by about 10⁻⁴ Å⁻³); Gaussians lack the nuclear cusp, and the absolute values are not converged to those digits. A denser even-tempered basis of 103 functions (26 s and 14 p of ratio 2.3, 7 d of ratio 2.6) lowers μ²(0) and the ROHF 5s density by 0.022 Å⁻³, raises ρ_sp(0) by 0.015 Å⁻³, lowers ρ_UHF(0) by 0.007 Å⁻³ and μ² + ρ_sp/3 by 0.017 Å⁻³, moves δ to −0.055 Å⁻³, raises Σθ² to 8.2×10⁻⁵ and the ROHF–UHF gap to 0.0031 eV, and lowers the A/g_I values below by 1 to 3 MHz. The percentages quoted below (0.3%, 0.4%, 6%, 11%) and the sign of (11) are unchanged.

Contamination: Σθ² = 6.922×10⁻⁵, and 4Σθ² = 2.77×10⁻⁴ matches ⟨S²⟩ − 3/4 = 0.000277. Equation (9) gives 4 × 6.922×10⁻⁵/3 = 9.229×10⁻⁵ against the computed 1 − ⟨P⟩ = 9.228×10⁻⁵.

Only s pairs are nonzero at the nucleus. Their angles are 1.11×10⁻³, 2.90×10⁻⁵, 2.1×10⁻⁶ and 2×10⁻⁷ rad, and their contributions add to

ρ_sp(0) = 1.1619 + 0.3310 + 0.1564 + 0.1146 = 1.7639 Å⁻³.

All four have the same sign, so no cancellation magnifies (11). The smallest angle still supplies about 6% of ρ_sp(0), so small angles cannot be discarded. With μ²(0) = 8.7235 Å⁻³, which exceeds the ROHF 5s value 8.7000 Å⁻³ by 0.3% of the latter,

ρ_UHF(0) = 8.7235 + 1.7639 = 10.4874 Å⁻³,

μ² + ρ_sp/3 = 8.72347 + 0.58798 = 9.31145 Å⁻³,

against the exactly projected ρ_P(0) = 9.31120 Å⁻³. The difference, −0.00025 Å⁻³, equals (11). Its sign is negative although λ² is large at the nucleus. The first s pair has θ² = 1.23×10⁻⁶, about 2% of Σθ², and the other s pairs are negligible in the sum, so pairs that vanish at the nucleus, almost entirely the p pairs, supply the rest; they enter (11) at the nucleus only through the μ² term,

−(8/9) × 6.922×10⁻⁵ × 8.723 = −0.00054 Å⁻³,

which outweighs the remaining +0.00029 Å⁻³. The raw ratio is (ρ_P − μ²)/ρ_sp = 0.58774/1.76394 ≈ 0.3332. Rebuilding Φ with all angles scaled by ±ε and keeping the odd part removes (11) and gives 0.333334 at ε = 1 and 0.333333 at ε = 0.1.

The canonical 5sα density is 8.66675 Å⁻³, so δ = 8.66675 − 8.72347 = −0.05672 Å⁻³, and (12) shifts the estimate by (2/3)δ = −0.0378 Å⁻³, to 8.66675 + 1.82066/3 = 9.27364 Å⁻³. The error of −0.0376 Å⁻³ is 0.4% of ρ_P(0) and 6% of the projected polarization part.

For the hyperfine constant, in SI units, the contact interaction is (2μ0/3) g_e μ_B g_I μ_N Σ_i δ(r_i) s_i·I with g_e taken positive, and it is written A I·S. In the state M = S, ⟨Σδ(r_i)s_zi⟩ = ρ(0)/2 while ⟨S_z⟩ = S, so

A/g_I = (2μ0/3) g_e μ_B μ_N ρ(0)/(2S) = 0.49042 μeV Å³ × ρ(0) for S = 1/2.

The identification presumes a pure spin state and is a convention for UHF. The values are

ROHF: 0.49042 × 8.700 = 4.27 μeV (1032 MHz)

UHF: 0.49042 × 10.487 = 5.14 μeV (1244 MHz)

projected UHF: 0.49042 × 9.311 = 4.57 μeV (1104 MHz).

Projection lowers the UHF value by 11%. The measured A/g_I is about 7.7 μeV (about 1.87 GHz), well above all three; relativity, correlation and the basis are all missing or limited here, and this calculation does not separate their shares.

The numerical check printed below tests (3), (7), the block factors of section 6 and the quadrature projector against the Löwdin product projector in Fock-space models for S = 1/2 to 2; section 7 by exact diagonalization at g = 10⁻⁴ for S = 1/2 to 3/2, where exact/UHF is 0.9999, 0.9998, 0.9997 and projected/UHF is 0.3333, 0.5001, 0.5994; and (1), (9) and (11) in Rb.

Values computed for the example and the checks

```
Models: 2 closed, 2S open, 2 virtual orbitals; closed-virtual (cv) block factors
S=0.5: projected 0.33333, annihilated 0.33333, one-sided 0.66667, S/(S+1) 0.33333
  weak coupling g=1e-04: exact/UHF 0.9999, projected/UHF 0.3333
S=1.0: projected 0.50000, annihilated 0.50000, one-sided 0.75000, S/(S+1) 0.50000
  weak coupling g=1e-04: exact/UHF 0.9998, projected/UHF 0.5001
S=1.5: projected 0.60000, annihilated 0.60000, one-sided 0.80000, S/(S+1) 0.60000
  weak coupling g=1e-04: exact/UHF 0.9997, projected/UHF 0.5994
S=2.0: projected 0.66667, annihilated 0.66667, one-sided 0.83333, S/(S+1) 0.66667
Rb: n_alpha 19, n_beta 18, S 0.5, basis functions 93, exponent ratio 2.8
  l=0: 22 exponents 0.02857 to 7.018e+07 A^-2
  l=1: 12 exponents 0.3571 to 2.962e+04 A^-2
  l=2: 7 exponents 1.071 to 516.3 A^-2
E(UHF) -79951.184 eV; E(ROHF)-E(UHF) 0.00276 eV
<S^2> 0.750277; sum theta^2 6.9219e-05; 1-<P> 9.2284e-05
  s pair 1: theta 1.1108e-03 rad, a^2-b^2 at nucleus 1.16193 A^-3
  s pair 2: theta 2.8973e-05 rad, a^2-b^2 at nucleus 0.33100 A^-3
  s pair 3: theta 2.1193e-06 rad, a^2-b^2 at nucleus 0.15637 A^-3
  s pair 4: theta 2.2410e-07 rad, a^2-b^2 at nucleus 0.11465 A^-3
ROHF 5s^2(0): 8.69997 A^-3
natural mu^2(0): 8.72347 A^-3
rho_sp(0) UHF: 1.76394 A^-3
rho_UHF(0): 10.48741 A^-3
rho_sp(0)/3: 0.58798 A^-3
mu^2 + rho_sp/3: 9.31145 A^-3
rho_P(0) exact projection: 9.31120 A^-3
rho_P - mu^2: 0.58774 A^-3
second order, formula: -0.00025 A^-3
second order, even part: -0.00025 A^-3
canonical 5s alpha^2(0): 8.66675 A^-3
canonical core sum: 1.82066 A^-3
canonical-split prediction: 9.27364 A^-3
error, natural split: 0.00025 A^-3
error, canonical split: -0.03757 A^-3
rho_sp/mu^2 0.2022; (rho_P-mu^2)/rho_sp 0.33319
odd-part ratio: eps=1 0.333334, eps=0.1 0.333333, S/(S+1) 0.333333
A/g_I per unit spin density: 0.49042 micro-eV A^3
A/g_I ROHF: 4.2666 micro-eV = 1031.7 MHz
A/g_I UHF: 5.1432 micro-eV = 1243.6 MHz
A/g_I projected UHF: 4.5664 micro-eV = 1104.2 MHz
```
